# Electrode Voltage Drop from Total Screening Charge and Its Centroid Depth: verification in Python

```python
# RESULT UNDER TEST
# In a planar electrode of uniform permittivity eps, with zero field in the bulk,
#     V = phi(bulk) - phi(surface) = q * xbar / eps
# for every charge profile rho(x) of total q (per area) and centroid depth xbar.
# x is the depth from the film interface. For q = 0, V = (first moment)/eps.
# Consequence for a shorted capacitor (film thickness d, polarization P,
# permittivity eps_f, S = sum of xbar/eps over both electrodes):
#     E_film = -(P/eps_f) * S / (d/eps_f + S)
# Internal units: nm, volt, elementary charge e; energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import solve_banded

e = const.e
eps0 = const.epsilon_0 / e * 1e-9            # e/(V nm)
to_uC_cm2 = e * 1e18 * 100                   # e/nm^2 -> uC/cm^2
to_MV_cm = 10.0                              # V/nm -> MV/cm

# Round model parameters
film_nm = 10.0
film_epsr = 30.0
polarization = 15.0 / to_uC_cm2              # e/nm^2
metal_epsr = 4.0
density = 50.0                               # electrons/nm^3
eps_f = film_epsr * eps0
eps_m = metal_epsr * eps0

k_fermi = (3 * np.pi**2 * density) ** (1 / 3)                 # 1/nm
fermi = const.hbar**2 * (k_fermi * 1e9)**2 / (2 * const.m_e) / e   # eV
tf_length = np.sqrt(2 * eps_m * fermi / (3 * density))        # nm


def solve_stack(pol):
    """Nonlinear Thomas-Fermi electrodes around a polarized film, shorted."""
    n_metal, n_film, metal_nm = 1500, 50, 3.0
    left = np.linspace(-metal_nm, 0, n_metal + 1)
    film = np.linspace(0, film_nm, n_film + 1)
    right = np.linspace(film_nm, film_nm + metal_nm, n_metal + 1)
    z = np.concatenate([left, film[1:], right[1:]])
    h = np.diff(z)
    in_film = np.zeros(h.size, dtype=bool)
    in_film[n_metal:n_metal + n_film] = True
    cond = np.where(in_film, eps_f, eps_m) / h
    pol_cell = np.where(in_film, pol, 0.0)
    metal_h = np.where(in_film, 0.0, h)
    weight = 0.5 * (metal_h[1:] + metal_h[:-1])
    phi = np.zeros(z.size)
    step = np.ones(1)
    for _ in range(30):
        u = 1 + phi[1:-1] / fermi
        rho = density * (1 - u**1.5)
        disp = -cond * np.diff(phi) + pol_cell
        residual = np.diff(disp) - rho * weight
        bands = np.zeros((3, z.size - 2))
        bands[0, 1:] = -cond[1:-1]
        bands[1] = cond[1:] + cond[:-1] + weight * 1.5 * density / fermi * np.sqrt(u)
        bands[2, :-1] = -cond[1:-1]
        step = solve_banded((1, 1), bands, -residual)
        phi[1:-1] += step
        if np.max(np.abs(step)) < 1e-12:
            break
    assert np.max(np.abs(step)) < 1e-12
    i0, i1 = n_metal, n_metal + n_film
    rho_all = density * (1 - (1 + phi / fermi)**1.5)
    out = {"field": -(phi[i1] - phi[i0]) / film_nm}
    for name, part, depth, surface in (
            ("left", slice(0, i0 + 1), -left, i0),
            ("right", slice(i1, None), right - film_nm, i1)):
        r = rho_all[part]
        q = simpson(r, x=z[part])
        out[name] = {"q": q, "xbar": simpson(r * depth, x=z[part]) / q,
                     "drop": -phi[surface], "rho_surface": rho_all[surface]}
    return out


def film_field(S):
    """Derived depolarization field, S in nm V nm/e units (length/eps)."""
    return -(polarization / eps_f) * S / (film_nm / eps_f + S)


# 1. Full capacitor: theorem, first integral and depolarization formula
stack = solve_stack(polarization)
L, R = stack["left"], stack["right"]
for side in (L, R):
    assert abs(side["drop"] / (side["q"] * side["xbar"] / eps_m) - 1) < 2e-4
    phi_s = -side["drop"]
    energy = density * (0.4 * fermi * ((1 + phi_s / fermi)**2.5 - 1) - phi_s)
    assert abs(side["q"]**2 / (2 * eps_m) / energy - 1) < 1e-3
assert abs(L["q"] + R["q"]) < 1e-4 * L["q"]
S_stack = (L["xbar"] + R["xbar"]) / eps_m
assert abs(stack["field"] / film_field(S_stack) - 1) < 5e-4
sigma_formula = polarization * (film_nm / eps_f) / (film_nm / eps_f + S_stack)
assert abs(L["q"] / sigma_formula - 1) < 5e-4
assert L["xbar"] > tf_length > R["xbar"]     # depletion deeper, accumulation shallower
weak = solve_stack(1e-3 * polarization)
for side in ("left", "right"):
    assert abs(weak[side]["xbar"] / tf_length - 1) < 1e-3

# 2. Different profiles with the same charge and centroid
q_test, a = L["q"], L["xbar"]


def integrate_poisson(rho, eps_of_x):
    """Integrate from field-free bulk to the surface; return V and D(0)."""
    sol = solve_ivp(lambda x, y: [-y[1] / eps_of_x(x), rho(x)], (60 * a, 0.0),
                    [0.0, 0.0], rtol=1e-8, atol=1e-11, max_step=0.1 * a)
    assert sol.success
    return -sol.y[0, -1], sol.y[1, -1]


def uniform(x):
    return eps_m


def graded(x):
    return eps_m * (1 + np.exp(-x / a))


shapes = {
    "exponential": (lambda s: np.exp(-s), 40.0),
    "uniform slab": (lambda s: 1.0 if s <= 2.0 else 0.0, 2.0),
    "buried peak": (lambda s: s**3 * np.exp(-s), 60.0),
    "sign-changing": (lambda s: np.exp(-s) * (1 + 3 * np.cos(4 * s)), 40.0),
}
predicted = q_test * a / eps_m
drops = {}
for name, (g, top) in shapes.items():
    m0 = quad(g, 0, top, limit=400)[0]
    m1 = quad(lambda s: s * g(s), 0, top, limit=400)[0]
    scale = a * m0 / m1                       # depth per unit of s

    def rho(x, g=g, m0=m0, scale=scale):
        return q_test * g(x / scale) / (m0 * scale)

    v_uniform, d_surface = integrate_poisson(rho, uniform)
    v_graded, _ = integrate_poisson(rho, graded)
    assert abs(d_surface / (-q_test) - 1) < 1e-5
    assert abs(v_uniform / predicted - 1) < 1e-5
    # s(x) = integral of 1/eps from the surface, for the graded electrode
    kernel = quad(lambda s: g(s) * a / eps_m
                  * (np.logaddexp(0, s * scale / a) - np.log(2)),
                  0, top, limit=400)[0] * q_test / m0
    assert abs(v_graded / kernel - 1) < 1e-5
    drops[name] = (v_uniform, v_graded)
graded_values = [v[1] for v in drops.values()]
graded_spread = max(graded_values) / min(graded_values) - 1
assert graded_spread > 0.02                   # theorem must fail here


# 3. Neutral double layer: only the first moment survives
def double_layer(x):
    return q_test * (np.exp(-x / a) / a - np.exp(-x / (2 * a)) / (2 * a))


v_neutral, d_neutral = integrate_poisson(double_layer, uniform)
moment = quad(lambda x: x * double_layer(x), 0, 60 * a, limit=400)[0]
assert abs(d_neutral) < 1e-6 * q_test
assert abs(v_neutral / (moment / eps_m) - 1) < 1e-5

# 4. Sizes of neglected effects
shift = 1 / k_fermi
field_in = film_field(S_stack + 2 * shift / eps_m)
field_out = film_field(S_stack - 2 * shift / eps_m)
layer_nm, layer_epsr = 0.5, 15.0
field_layer = film_field(S_stack + layer_nm / (layer_epsr * eps0))
temperature = 358.15
thermal = const.k * temperature / e / fermi
barrier, mass_ratio = 2.0, 0.2                # rough eV and free-electron masses
lowest_barrier = barrier - abs(R["drop"])
kappa = np.sqrt(2 * mass_ratio * const.m_e * lowest_barrier * e) / const.hbar * 1e-9
tunnel_exponent = 2 * kappa * film_nm
coercive, breakdown = 1.0, 4.0                # rough MV/cm
field_MV = stack["field"] * to_MV_cm

print("INPUTS (round model values)")
print(f"film thickness: {film_nm:.1f} nm")
print(f"film relative permittivity: {film_epsr:.0f}")
print(f"polarization: {polarization * to_uC_cm2:.1f} uC/cm2")
print(f"electrode relative permittivity: {metal_epsr:.0f}")
print(f"electrode electron density: {density * 1e21:.1e} cm^-3")
print("ELECTRODE MODEL")
print(f"Fermi energy: {fermi:.3f} eV")
print(f"Fermi wavelength: {2 * np.pi / k_fermi:.3f} nm")
print(f"linear Thomas-Fermi length: {tf_length:.4f} nm")
print("SHORTED CAPACITOR, FULL NUMERICAL SOLUTION")
print(f"screening charge, left: {L['q'] * to_uC_cm2:.3f} uC/cm2")
print(f"screening charge, right: {R['q'] * to_uC_cm2:.3f} uC/cm2")
print(f"screened fraction of polarization: {L['q'] / polarization:.4f}")
print(f"centroid depth, left (depleted): {L['xbar']:.4f} nm")
print(f"centroid depth, right (accumulated): {R['xbar']:.4f} nm")
print(f"drop V, left, from potential: {L['drop']:.4f} V")
print(f"drop V, left, from q*xbar/eps: {L['q'] * L['xbar'] / eps_m:.4f} V")
print(f"drop V, right, from potential: {R['drop']:.4f} V")
print(f"drop V, right, from q*xbar/eps: {R['q'] * R['xbar'] / eps_m:.4f} V")
print(f"electron depletion at left surface: {L['rho_surface'] / density:.3f} of bulk")
print(f"sum of xbar/relative permittivity: {S_stack * eps0:.4f} nm")
print(f"film thickness/relative permittivity: {film_nm / film_epsr:.4f} nm")
print(f"film field, numerical: {field_MV:.4f} MV/cm")
print(f"film field, formula: {film_field(S_stack) * to_MV_cm:.4f} MV/cm")
print("SAME CHARGE AND CENTROID AS LEFT ELECTRODE")
for name, (vu, vg) in drops.items():
    print(f"{name}: uniform eps {vu:.5f} V, graded eps {vg:.5f} V")
print(f"spread of drops with graded eps: {100 * graded_spread:.1f} %")
print(f"neutral double layer, drop: {v_neutral:.4f} V")
print("NEGLECTED EFFECTS")
print(f"quantum centroid scale 1/kF: {shift:.4f} nm")
print(f"field, both centroids deeper by 1/kF: {field_in * to_MV_cm:.3f} MV/cm")
print(f"field, both shallower by 1/kF: {field_out * to_MV_cm:.3f} MV/cm")
print(f"added layer: {layer_nm:.1f} nm, relative permittivity {layer_epsr:.0f}")
print(f"field with added layer: {field_layer * to_MV_cm:.3f} MV/cm")
print(f"kT/Fermi energy at {temperature:.2f} K: {thermal:.5f}")
print(f"tunnel barrier {barrier:.1f} eV, mass {mass_ratio:.1f} m_e (rough)")
print(f"lowest barrier in film: {lowest_barrier:.3f} eV")
print(f"tunnelling exponent, lower bound: {tunnel_exponent:.1f}")
print(f"field/rough coercive field {coercive:.0f} MV/cm: {abs(field_MV) / coercive:.2f}")
print(f"field/rough breakdown field {breakdown:.0f} MV/cm: {abs(field_MV) / breakdown:.2f}")
print("every check passed")
```

It prints:

```
INPUTS (round model values)
film thickness: 10.0 nm
film relative permittivity: 30
polarization: 15.0 uC/cm2
electrode relative permittivity: 4
electrode electron density: 5.0e+22 cm^-3
ELECTRODE MODEL
Fermi energy: 4.949 eV
Fermi wavelength: 0.551 nm
linear Thomas-Fermi length: 0.1208 nm
SHORTED CAPACITOR, FULL NUMERICAL SOLUTION
screening charge, left: 12.699 uC/cm2
screening charge, right: -12.699 uC/cm2
screened fraction of polarization: 0.8466
centroid depth, left (depleted): 0.1217 nm
centroid depth, right (accumulated): 0.1199 nm
drop V, left, from potential: 0.4363 V
drop V, left, from q*xbar/eps: 0.4363 V
drop V, right, from potential: -0.4300 V
drop V, right, from q*xbar/eps: -0.4300 V
electron depletion at left surface: 0.129 of bulk
sum of xbar/relative permittivity: 0.0604 nm
film thickness/relative permittivity: 0.3333 nm
film field, numerical: -0.8663 MV/cm
film field, formula: -0.8663 MV/cm
SAME CHARGE AND CENTROID AS LEFT ELECTRODE
exponential: uniform eps 0.43630 V, graded eps 0.30242 V
uniform slab: uniform eps 0.43630 V, graded eps 0.28472 V
buried peak: uniform eps 0.43630 V, graded eps 0.28041 V
sign-changing: uniform eps 0.43630 V, graded eps 0.33503 V
spread of drops with graded eps: 19.5 %
neutral double layer, drop: -0.4363 V
NEGLECTED EFFECTS
quantum centroid scale 1/kF: 0.0877 nm
field, both centroids deeper by 1/kF: -1.346 MV/cm
field, both shallower by 1/kF: -0.267 MV/cm
added layer: 0.5 nm, relative permittivity 15
field with added layer: -1.239 MV/cm
kT/Fermi energy at 358.15 K: 0.00624
tunnel barrier 2.0 eV, mass 0.2 m_e (rough)
lowest barrier in film: 1.570 eV
tunnelling exponent, lower bound: 57.4
field/rough coercive field 1 MV/cm: 0.87
field/rough breakdown field 4 MV/cm: 0.22
every check passed
```
